Faulted vacancy loops lose to voids at large size

**A cluster of ten million vacancies**

Take 10⁷ vacancies in silicon and arrange them in two ways. In the first they form a flat disc one double layer thick; the crystal closes over the gap and leaves a stacking fault. In the second they form an octahedral void. With the rough parameters given below, the fault costs 0.02391 eV per vacancy, and the surface of the void costs 3.1575 eV times n^(2/3), where n is the number of vacancies:

fault: 0.02391 eV × 10⁷ ≈ 239 000 eV

void surface: 3.1575 eV × (10⁷)^(2/3) ≈ 147 000 eV

The void is cheaper, although the dislocation line around the disc has not yet been charged for. Adding it can only make the disc worse.

This contradicts a tempting argument: a void pays for a surface, growing as n^(2/3), while a loop pays for a line, growing roughly as n^(1/2), so a large cluster should be a loop. The argument omits the fault. The fault fills the whole loop, and its area is proportional to n, which outgrows n^(2/3). The argument does hold for a loop that has lost its fault, so three objects must be compared: the faulted loop, the perfect loop and the void.

**Conventions and parameters**

Energies are compared at equal n. The vacancy chemical potential then contributes the same amount to each object and drops out. The energies are static, the cluster is isolated, the loop is circular and the solid is elastically isotropic. The silicon parameters are rough typical values:

lattice constant a = 0.543 nm, volume per atom Ω = a³/8 = 0.02001 nm³
shear modulus μ = 68 GPa, Poisson ratio ν = 0.22
{111} surface energy γ_s = 1.20 J/m² = 7.490 eV/nm²
stacking-fault energy γ_f = 0.060 J/m² = 0.3745 eV/nm²

A core length c = 0.20 nm, defined below, describes the spreading of the dislocation.

**Geometry of the loop**

Along [111], silicon is a stack of double layers Aa Bb Cc Aa …, where the letters give lateral positions. The two atoms of a pair such as Bb are joined by a bond along [111]; slanted bonds join one pair to the next. The pairs repeat at the spacing

b_n = a/√3 = 0.3135 nm.

Remove the pair Bb inside a disc of radius R and lower the crystal above by b_n. The sequence becomes Aa Cc Aa …. Each atom again has four neighbours at the normal bond length, but the stacking is wrong: this is the fault. The removed volume fixes the radius:

nΩ = πR²b_n, so R = √[nΩ/(πb_n)] = 0.1425 nm × √n.

Sliding the upper crystal within the disc by b_s = a/√6 = 0.2217 nm in a suitable direction carries C to B and restores perfect stacking. The slide is parallel to the plane, so it removes no volume and R is unchanged. The total displacement satisfies b_n² + b_s² = a²/3 + a²/6 = a²/2, the squared length of the lattice vector (a/2)⟨110⟩.

**The two area terms**

The fault energy is γ_f times the disc area:

E_fault = γ_f πR² = γ_f nΩ/b_n = A n,
A = γ_f Ω/b_n = 0.02391 eV.

An octahedron of half-diagonal h has volume V = 4h³/3. Its eight faces are equilateral triangles of side h√2, each of area (√3/4)(2h²) = √3h²/2, so its surface is S = 4√3h². Inserting h = (3V/4)^(1/3) gives S = gV^(2/3), with

g = 4√3/(4/3)^(2/3) = 5.7191.

Since V = nΩ,

E_V = γ_s g (nΩ)^(2/3) = C n^(2/3), C = γ_s gΩ^(2/3) = 3.1575 eV.

A sphere has g = (36π)^(1/3) = 4.8360 and C = 2.6699 eV. If {111} has the lowest surface energy, the best void shape lies between these values: no shape has less area than the sphere or a lower energy per area than γ_s, while the octahedron is one available shape.

The two-thirds power can also be seen in the lattice. Octahedral voids of 20 200 and 154 448 atoms cut 2450 and 9506 bonds, which gives an exponent ln(9506/2450)/ln(154448/20200) = 0.6665.

**The line energy: response to a displacement jump**

A loop is a jump Δ in displacement across the plane z = 0, confined to a disc. Consider first a jump that varies as a wave of wavenumber k along x. In the upper half-space try

u_z = (P + Qkz) e^(−kz) cos kx
u_x = (S + Tkz) e^(−kz) sin kx.

The divergence of u is k[S − P + Q + (T − Q)kz] e^(−kz) cos kx. The Laplacians of u_z and u_x are −2Qk² e^(−kz) cos kx and −2Tk² e^(−kz) sin kx. Equilibrium requires

∇(∇·u)/(1 − 2ν) + ∇²u = 0.

Its x component must vanish at every z, which gives T = Q and S − P + Q = −2(1 − 2ν)Q. The z component gives the same condition. Hence

S = P − (3 − 4ν)Q, and ∇·u = −2(1 − 2ν)Qk cos kx at z = 0.

With λ = 2μν/(1 − 2ν), the stresses on the plane are

σ_xz = μ(∂u_x/∂z + ∂u_z/∂x) = μk[Q − S − P] sin kx = μk[4(1 − ν)Q − 2P] sin kx

σ_zz = λ∇·u + 2μ ∂u_z/∂z = 2μk[(1 − 2ν)Q − P] cos kx.

*Normal jump*, Δ_z = δ cos kx. By symmetry each side moves by half, so P = δ/2. The shear stress is odd in z and also continuous, so it vanishes on the plane: Q = P/[2(1 − ν)]. Then

σ_zz = 2μkP[(1 − 2ν) − 2(1 − ν)]/[2(1 − ν)] cos kx = −μkδ/[2(1 − ν)] cos kx.

*In-plane jump along k*, Δ_x = δ sin kx. Now S = δ/2, and σ_zz is the stress that vanishes: P = (1 − 2ν)Q. Therefore S = −2(1 − ν)Q, and

σ_xz = μk[4(1 − ν) − 2(1 − 2ν)]Q sin kx = 2μkQ sin kx = −μkδ/[2(1 − ν)] sin kx.

*In-plane jump across k*, Δ_y = δ cos kx. The solution u_y = (δ/2)e^(−kz) cos kx is free of divergence and gives σ_yz = −(μkδ/2) cos kx.

The restoring stress per unit jump is thus μk/[2(1 − ν)] for the first two cases and μk/2 for the third. A normal jump produces no shear traction on the plane and an in-plane jump no normal traction, so their energies add without a cross term.

**From waves to a disc**

The work of making the jump is half the restoring stress times the jump. For a normal jump b filling the disc,

W = ½ ∫ d²k/(2π)² · μk/[2(1 − ν)] · |Δ_k|², Δ_k = 2πRb J₁(kR)/k.

A sharp edge would make W diverge at large k. A real core spreads the edge, which is represented by multiplying |Δ_k|² by e^(−kc); c is an effective length that also absorbs the core energy. With d²k = 2πk dk,

W = μb²/[2(1 − ν)] · πR² ∫₀^∞ J₁(kR)² e^(−kc) dk.

To find the integral, put x = kR and ε = c/R. From e^(ix sin t) = Σ J_m(x)e^(imt), and from sin(t + ψ) − sin t = 2 sin(ψ/2) cos(t + ψ/2), averaging over t gives

J₀(2x sin(ψ/2)) = Σ J_m(x)² e^(imψ).

Projecting on cos ψ,

J₁(x)² = (1/π) ∫₀^π J₀(2x sin(ψ/2)) cos ψ dψ.

Using ∫₀^∞ J₀(px)e^(−εx) dx = 1/√(p² + ε²),

∫₀^∞ J₁² e^(−εx) dx = (1/π) ∫₀^π cos ψ dψ/√(4 sin²(ψ/2) + ε²).

Write cos ψ = 1 − 2 sin²(ψ/2) and let ε be small. The second part gives −∫₀^π sin(ψ/2) dψ = −2. In the first, set θ = ψ/2 and η = ε/2, which leaves ∫₀^(π/2) dθ/√(sin²θ + η²). Split its numerator as 1 = cos θ + (1 − cos θ):

∫ cos θ dθ/√(sin²θ + η²) = arcsinh(1/η) → ln(2/η)

∫ (1 − cos θ)/sin θ dθ = ∫ tan(θ/2) dθ = ln 2.

The sum is ln(4/η) = ln(8/ε). Returning to k brings a factor 1/R, so

∫₀^∞ J₁(kR)² e^(−kc) dk = L/(πR), L = ln(8R/c) − 2, for c ≪ R.

The line energy of the faulted loop is therefore

E_line = K_F R L, K_F = μb_n²/[2(1 − ν)] = 26.739 eV/nm.

At n = 100, where R is 1.43 nm, this formula lies 0.66 % below the value from the full integral. Smaller loops are not treated.

For the perfect loop, the slide b_s makes an angle φ with each wavevector. Averaging cos²φ and sin²φ over directions gives the stiffness

(μk/2) · ½[1/(1 − ν) + 1] = (μk/2)(1 − ν/2)/(1 − ν).

Adding this to the normal part,

E_P = K_P R L, K_P = μ[b_n² + (1 − ν/2)b_s²]/[2(1 − ν)] = 38.638 eV/nm.

**The counter-example completed**

For n = 10⁷, R = 450.8 nm and L = ln(8 × 450.8/0.20) − 2 = 7.80. The energies are

faulted loop: 239 062 + 26.739 × 450.8 × 7.80 ≈ 333 000 eV
void: ≈ 147 000 eV
perfect loop: 38.638 × 450.8 × 7.80 ≈ 136 000 eV.

The faulted loop costs more than twice as much as the void. The perfect loop is slightly cheaper than the octahedral void, though not cheaper than a void with the energy of a sphere, 124 000 eV. Other sizes, in eV, again with the octahedral void:

n = 10³: faulted 409, void 316, perfect 556
n = 10⁵: faulted 9020, void 6800, perfect 9570
n = 10⁶: faulted 49 200, void 31 600, perfect 36 600
n = 10⁸: faulted 2 730 000, void 680 000, perfect 493 000

In this silicon model the faulted loop does not beat the void at any size from 100 vacancies upwards: its energy is at least 1.18 times that of the octahedral void. A better void shape would only strengthen this. At small n the line is responsible, since at n = 10³ it supplies 385 of the 409 eV. At large n it is the fault.

**The correct general statement**

For a positive fault energy, a single-layer faulted loop has a higher energy than a compact void of equal n once n is large enough. The perfect loop finally has a lower energy than either.

*Faulted loop against void.* The fault area is nΩ/b_n whatever the outline of the loop, and the line energy of a loop much larger than its core is positive. Hence E_F > A n, and

E_F/E_V > A n/(C n^(2/3)) = (A/C) n^(1/3),

which grows without limit. The void certainly wins beyond the size at which the right-hand side is 1:

n* = (C/A)³ = (γ_s g/γ_f)³ b_n³/Ω.

In silicon n* = (3.1575/0.02391)³ ≈ 2.3 × 10⁶, or R ≈ 216 nm. This bound contains no elastic constant and no core length. It is sufficient, not necessary: the void may win much earlier, as it does here. If γ_f tends to zero, n* goes to infinity as γ_f^(−3), and the statement loses its content for a crystal without a fault energy.

*Faulted loop against perfect loop.* Removing the fault saves πR²γ_f and adds (K_P − K_F)RL. The two balance at

R_u = (K_P − K_F)L/(πγ_f) = μ(1 − ν/2)b_s² L/[2π(1 − ν)γ_f].

Since L depends on R, this is solved self-consistently. For silicon R_u = 58.2 nm, where L = 5.75: 11.899 × 5.75/(π × 0.3745) ≈ 58 nm. The corresponding n is about 1.7 × 10⁵. Above it the perfect loop is cheaper, because an area has been traded for a line. The value of R_u assumes the same core length for both loops: with c = 0.1 nm for the perfect loop alone it becomes about 85 nm, and with 0.3 nm about 41 nm. It also assumes that the perfect loop stays on {111}; against a circular perfect loop on {110}, perpendicular to its displacement, the crossing falls to n ≈ 8 × 10⁴, where the faulted loop has a radius of about 40 nm. This is a crossing of energies, not a rate. The slide has to start somewhere inside the loop or at its edge, and if that is hindered a faulted loop can survive beyond R_u.

*Perfect loop against void.* With R = r₁√n and r₁ = 0.1425 nm,

E_P/E_V = (K_P r₁/C) L n^(−1/6).

Because L contains ½ ln n, its derivative with respect to ln n is ½, and

d ln(E_P/E_V)/d ln n = 1/(2L) − 1/6.

This is negative once L exceeds 3, and the ratio then falls towards zero. The perfect loop must win in the end. In silicon the crossing is at n_P ≈ 4.7 × 10⁶, with a loop radius of about 310 nm or a void edge of about 59 nm. ∎

**How firmly the last crossing is known**

At the crossing n_P = (K_P r₁L/C)⁶. Take logarithms and vary the ratio K_P/C, remembering that L changes by half the change of ln n:

d ln n_P = 6 d ln(K_P/C) + (3/L) d ln n_P,

d ln n_P = 6 d ln(K_P/C)/(1 − 3/L).

With L = 7.42 the factor is about 10. A ten per cent error in a modulus or a surface energy thus moves n_P by about a factor of three. Separate calculations, each changing one thing and holding the rest fixed, give the following values of n_P. The one with the lower shear modulus confirms the factor of three:

spherical void: 2.4 × 10⁷
core length 0.1 nm: 1.1 × 10⁷
core length 0.4 nm: 1.6 × 10⁶
shear modulus 10 % lower: 1.6 × 10⁶
perfect loop turned perpendicular to its displacement, onto {110}: 2.1 × 10⁶
cubic elastic anisotropy: 4.6 × 10⁶

These changes can also combine. With core lengths from 0.1 to 0.4 nm, a shear modulus within 10 % of 68 GPa and either void shape, n_P ranges from about 4 × 10⁵ to 10⁸ for the loop on {111}, and from about 1 × 10⁵ to 6 × 10⁷ for the loop on {110}. The crossing is therefore uncertain by more than two orders of magnitude overall. Anisotropy matters little here: with the cubic constants C₁₁ = 166 GPa, C₁₂ = 64 GPa and C₄₄ = 80 GPa, K_F is 1.2 % higher and K_P 0.2 % lower than in the isotropic model. Relaxation of a spherical void by a surface stress equal to γ_s lowers its energy by 14 eV at n = 10⁶, or 0.05 % of the surface energy. Temperature is not included. Its effect cannot be judged from the thermal energy kT, which is only 0.12 eV at 1373 K: vibrations change the free energy of every surface atom, so the effect on a void grows with its surface. It would enter as a temperature dependence of γ_s, and likewise of γ_f. A γ_s lower by 10 % would raise n_P by about a factor of three.

The absence of a faulted-loop range in silicon is less secure than its loss at large n. With c = 0.4 nm the faulted loop lies below the octahedral void up to about 600 vacancies. A surface energy of 1.45 J/m² instead of 1.20 J/m² also puts the faulted loop below the void, but only by about 2 % at n = 100 and only up to about 130 vacancies. At such small sizes atomistic energies should decide.

**A crystal in which the faulted loop does win for a while**

Keep every parameter except the shear modulus, and lower that to 40 GPa. This is a hypothetical crystal. At n = 10⁴ the faulted loop now costs 1213 eV and the void 1466 eV. The perfect loop, whose energy is proportional to μ, costs 2394 × 40/68 ≈ 1408 eV. The faulted loop is the cheapest of the three.

It is overtaken twice. Above n ≈ 4.5 × 10⁴ the perfect loop is cheaper, and above n ≈ 2.3 × 10⁵ the void is cheaper than the faulted loop as well. At this second crossing the void is not the ground state, because the perfect loop is already below both. The void matters there as the better alternative to a loop that cannot shed its fault. These sizes, and their order, are for the octahedral void and a perfect loop on {111}. A perfect loop on {110} overtakes the faulted loop at n ≈ 2.1 × 10⁴, and a void with the energy of a sphere does so at n ≈ 2.0 × 10⁴.

So the statement "the loop is favoured" needs two qualifications: which loop, and at what size. The linear growth of the fault energy guarantees an upper limit for the faulted loop. It does not guarantee that there is a range below that limit in which the loop wins.

**Beside real silicon**

Silicon crystals pulled from the melt can contain grown-in octahedral voids with {111} walls, roughly 100 nm in size. An octahedron of 100 nm edge holds 2.4 × 10⁷ vacancies. The model gives 259 000 eV for it, 715 000 eV for a faulted loop and 220 000 eV for a perfect loop. The preference for the void over the faulted loop is wide, nearly a factor of three. The perfect loop on {111} lies below the void by only about 15 % of the void energy, and this advantage disappears if the void is given the energy of a sphere. Turned onto {110}, the perfect loop costs about 204 000 eV, 21 % below the octahedral void and still 7 % below the sphere. Since this size lies inside the range found above for n_P, the model does not settle which of the two is cheaper here, and the existence of such voids does not decide it either.

The model also assumes clean walls, whereas real voids often carry a thin oxide. If the oxide lowered the effective wall energy by 10 %, the sensitivity above would raise n_P by about a factor of three. Finally, a cluster grows through a sequence of small sizes, and the silicon model with c = 0.20 nm favours the void there. That large voids persist because conversion to a loop is slow is a plausible conjecture, but a comparison of static energies cannot establish it.

The numerical output below gives the energies and crossings in full.

Table of computed values

```
SILICON, rough typical parameters
lattice constant 0.543 nm; volume per atom 0.02001 nm^3
shear modulus 68 GPa; Poisson ratio 0.22
surface energy 1.20 J/m^2 = 7.490 eV/nm^2
fault energy 0.060 J/m^2 = 0.3745 eV/nm^2
core length 0.20 nm; b_n 0.3135 nm; b_s 0.2217 nm
shape factor: octahedron 5.7191, sphere 4.8360
A, fault energy per vacancy: 0.02391 eV
C, octahedral void coefficient: 3.1575 eV
C, spherical void coefficient: 2.6699 eV
K faulted 26.739, perfect 38.638 eV/nm
loop radius / sqrt(n): 0.1425 nm
LATTICE COUNTS
double-layer atoms in disc: 5810, formula 5804.2
void atoms 20200, 154448; cut bonds 2450, 9506
void surface exponent from cut bonds: 0.6665
eclipsed neighbours: collapsed 18, after shift 0
ENERGIES in eV, radius in nm (octahedral void)
n        R       fault      line       faulted    void       perfect
1e+02     1.43        2.4       77.9       80.3       68.0      112.5
1e+03     4.51       23.9      385.1      409.0      315.7      556.4
1e+04    14.25      239.1     1656.5     1895.6     1465.6     2393.7
1e+05    45.08     2390.6     6626.1     9016.7     6802.6     9574.7
1e+06   142.55    23906.2    25341.9    49248.2    31574.7    36619.1
1e+07   450.78   239062.3    94015.3   333077.7   146556.6   135852.2
1e+08  1425.48  2390623.3   341185.8  2731809.1   680255.4   493013.5
log formula error at n=100: -0.66 %
CROSSINGS, vacancy numbers
fault alone = void surface: n* = 2.304e+06, R = 216.4 nm
faulted = perfect loop: 1.666e+05, R = 58.2 nm
perfect loop = void: 4.718e+06, R = 309.6 nm
void edge at that crossing: 58.5 nm
least faulted/void ratio, n>=100: 1.180
same with half the fault energy: 1.144
PERFECT LOOP = VOID, one change at a time
spherical void: n = 2.413e+07
core length 0.1 nm: n = 1.090e+07
core length 0.4 nm: n = 1.572e+06
shear modulus 10% lower: n = 1.587e+06
cubic anisotropy: n = 4.616e+06
loop rotated to {110}: n = 2.107e+06
anisotropic/isotropic K: faulted 1.0117, perfect 0.9978
core 0.4 nm: faulted loop below void up to n = 617
VOID OF 100 nm EDGE: n = 2.356e+07
void 259455 eV, faulted 715329 eV, perfect 219952 eV
SOFTER HYPOTHETICAL CRYSTAL, shear modulus 40 GPa
n=1e4: faulted 1213.5 eV, void 1465.6 eV
void beats faulted loop above n = 2.292e+05
perfect beats faulted loop above n = 4.534e+04
OTHER NEGLECTED EFFECTS
surface-stress relaxation, n=1e6 sphere: -13.98 eV, 0.052 % of surface energy
thermal energy at 1373 K: 0.1183 eV
```
